# Impact-Ionization Threshold for an Electron in Parabolic Bands

## What scaling fixes

An energetic electron in the conduction band of a semiconductor can give up part of its energy to lift a valence electron across the gap. One conduction electron becomes two, and a hole is left behind. The process is called impact ionization, and the question is how much energy the primary electron must have.

Suppose that both bands are isotropic and parabolic, with their extrema at the same point of $k$ space. The threshold energy, measured from the conduction-band minimum, can then depend on the gap $E_g$, the effective masses $m_e$ and $m_h$, and $\hbar$. Try a product $E_g^{a}m^{b}\hbar^{c}$. Since $E_g$ has dimensions $ML^2T^{-2}$ and $\hbar$ has dimensions $ML^2T^{-1}$, the product is an energy if

$$
a+b+c=1,\qquad 2a+2c=2,\qquad -2a-c=-2 .
$$

The second equation gives $a+c=1$ and the third $2a+c=2$, so $a=1$ and $c=0$; the first then gives $b=0$. Masses can enter only through their dimensionless ratio:

$$
E_{\rm th}=E_g\,f\!\left(\frac{m_h}{m_e}\right). \tag{1}
$$

The threshold is proportional to the gap, and $\hbar$ drops out. Isotropy makes it independent of the direction of the primary electron. If the extrema were separated by a wavevector $\mathbf Q$, there would be a second energy, $\hbar^2Q^2/2m_e$, and (1) would no longer follow. Scaling does not determine $f$; the conservation laws do.

## Bands and conservation laws

We use Rydberg atomic units: $\hbar=1$, the free-electron mass is $1/2$, energies are in Ry and wavevectors in $1/a_0$. Let $\mu_e$ and $\mu_h$ be the effective masses relative to the free electron, both positive. The masses in these units are $m_e=\mu_e/2$ and $m_h=\mu_h/2$, so a kinetic energy $k^2/2m$ becomes $k^2/\mu$. With the zero of energy at the conduction-band minimum, the bands are

$$
E_c(\mathbf k)=\frac{k^2}{\mu_e},\qquad
E_v(\mathbf k)=-E_g-\frac{k^2}{\mu_h}. \tag{2}
$$

The primary electron starts at $\mathbf k_i$ and the valence electron at $\mathbf k_v$. They end in the conduction band at $\mathbf k_1$ and $\mathbf k_2$. We assume that the valence state is occupied and the final states are empty, that no phonon takes part, and that collision broadening is negligible. Leaving umklapp processes for later, conservation of crystal momentum and energy reads

$$
\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2,\qquad
E_c(\mathbf k_i)+E_v(\mathbf k_v)=E_c(\mathbf k_1)+E_c(\mathbf k_2). \tag{3}
$$

It is convenient to treat the vacancy as a particle. A full band has zero total wavevector, so a band lacking the electron at $\mathbf k_v$ has total wavevector $-\mathbf k_v$. This is the hole wavevector, $\mathbf k_h=-\mathbf k_v$. Moving $\mathbf k_v$ and $E_v(\mathbf k_v)$ to the right-hand sides of (3) gives

$$
\mathbf k_i=\mathbf k_1+\mathbf k_2+\mathbf k_h, \tag{4}
$$

$$
\frac{k_i^2}{\mu_e}=E_g+\frac{k_1^2}{\mu_e}+\frac{k_2^2}{\mu_e}+\frac{k_h^2}{\mu_h}. \tag{5}
$$

The gap and the hole kinetic energy are both positive in (5), because $-E_v(\mathbf k_v)=E_g+k_v^2/\mu_h$ and $k_v^2=k_h^2$.

The group velocities are the gradients of the bands. For the electrons, $\mathbf v_{1,2}=2\mathbf k_{1,2}/\mu_e$. For the hole,

$$
\mathbf v_h=\nabla_{\mathbf k}E_v\big|_{\mathbf k_v}
=-\frac{2\mathbf k_v}{\mu_h}=\frac{2\mathbf k_h}{\mu_h}. \tag{6}
$$

The two sign changes, one from the downward curvature of the valence band and one from the definition of $\mathbf k_h$, cancel. The hole moves with the velocity of the valence state that was emptied, and its velocity is parallel to its own wavevector.

## Why the final velocities are equal

Equation (5) shows at once that $E_i=k_i^2/\mu_e$ cannot be less than $E_g$. Equality would require all three final carriers to be at rest, but (4) would then give $\mathbf k_i=0$ and hence $E_i=0$, a contradiction. The final carriers must carry the momentum of the primary, and this costs kinetic energy. The threshold is set by the least costly way of carrying it.

Fix $\mathbf k_i$ and look for the final state of lowest energy compatible with (4). Take any two of the three final carriers, $a$ and $b$, and transfer a small wavevector $\delta\mathbf k$ from $b$ to $a$. The total wavevector is unchanged. To first order, the energy of $a$ changes by $\mathbf v_a\cdot\delta\mathbf k$ and that of $b$ by $-\mathbf v_b\cdot\delta\mathbf k$, so

$$
\delta E=(\mathbf v_a-\mathbf v_b)\cdot\delta\mathbf k . \tag{7}
$$

If the velocities differed, choosing $\delta\mathbf k$ antiparallel to $\mathbf v_a-\mathbf v_b$ would lower the energy. At a minimum this must be impossible for every pair, and therefore

$$
\mathbf v_1=\mathbf v_2=\mathbf v_h\equiv\mathbf V. \tag{8}
$$

To find $\mathbf V$, write each wavevector as $\mathbf k_j=\mu_j\mathbf v_j/2$, where $\mu_1=\mu_2=\mu_e$ and $\mu_3=\mu_h$ for the hole, $j=3$. Inserting (8) in (4) gives

$$
\mathbf k_i=\frac{M\mathbf V}{2},\qquad
\mathbf V=\frac{2\mathbf k_i}{M},\qquad M=2\mu_e+\mu_h. \tag{9}
$$

The equality concerns the final carriers. The primary has velocity $2\mathbf k_i/\mu_e=(M/\mu_e)\mathbf V$, which is larger than $\mathbf V$ by more than a factor of two.

## The stationary point is the global minimum

Equation (7) identifies a stationary point. For parabolic bands, completing the square shows that no other final state has a lower energy. Write $\mathbf v_j=\mathbf V+\mathbf w_j$ with $\mathbf V$ from (9), now without assuming that the velocities are equal. The kinetic energy of carrier $j$ is

$$
\frac{k_j^2}{\mu_j}=\frac{1}{\mu_j}\left(\frac{\mu_jv_j}{2}\right)^2=\frac{\mu_jv_j^2}{4},
$$

and the sum over the three carriers is

$$
\sum_j\frac{k_j^2}{\mu_j}
=\frac{V^2}{4}\sum_j\mu_j+\frac{\mathbf V}{2}\cdot\sum_j\mu_j\mathbf w_j
+\frac14\sum_j\mu_jw_j^2 . \tag{10}
$$

The middle term vanishes, because momentum conservation (4) gives $\sum_j\mu_j\mathbf v_j=2\mathbf k_i$ and so

$$
\sum_j\mu_j\mathbf w_j=\sum_j\mu_j\mathbf v_j-M\mathbf V=2\mathbf k_i-2\mathbf k_i=0 .
$$

The first term is $MV^2/4=(M/4)(4k_i^2/M^2)=k_i^2/M$. Hence

$$
\sum_j\frac{k_j^2}{\mu_j}=\frac{k_i^2}{M}+T_{\rm rel},\qquad
T_{\rm rel}=\frac14\sum_j\mu_j|\mathbf v_j-\mathbf V|^2\ge 0 . \tag{11}
$$

The first part is the cost of carrying the total momentum with the combined mass of the three carriers. The second is the energy of their relative motion. It is zero if and only if all three velocities equal $\mathbf V$, since every mass is positive.

## The threshold

Insert (11) in the energy balance (5):

$$
\frac{k_i^2}{\mu_e}=E_g+\frac{k_i^2}{M}+T_{\rm rel}.
$$

Since $k_i^2=\mu_eE_i$, the common-motion term is $(\mu_e/M)E_i$. Moving it to the left gives

$$
E_i\left(1-\frac{\mu_e}{M}\right)=E_g+T_{\rm rel}. \tag{12}
$$

The factor in brackets is the fraction of the primary energy that is available for crossing the gap and for relative motion. It equals $(M-\mu_e)/M=(\mu_e+\mu_h)/(2\mu_e+\mu_h)$ and is positive. Because $T_{\rm rel}\ge0$, every allowed event satisfies

$$
E_i\ge E_{\rm th}=E_g\,\frac{2\mu_e+\mu_h}{\mu_e+\mu_h}
=E_g\,\frac{2m_e+m_h}{m_e+m_h}. \tag{13}
$$

The last form holds in any units, since the common factor between $\mu$ and $m$ cancels. It has the structure required by (1).

This shows that $E_i\ge E_{\rm th}$ is necessary. It is also sufficient. Starting from the state of common velocity, give the two electrons opposite additional wavevectors:

$$
\mathbf k_{1,2}=\frac{\mu_e}{M}\mathbf k_i\pm\mathbf d,\qquad
\mathbf k_h=\frac{\mu_h}{M}\mathbf k_i . \tag{14}
$$

Their sum is $\mathbf k_i$ for any $\mathbf d$. The electron velocities relative to $\mathbf V$ are $\pm2\mathbf d/\mu_e$ and that of the hole is zero, so

$$
T_{\rm rel}=2\cdot\frac{\mu_e}{4}\cdot\frac{4d^2}{\mu_e^2}=\frac{2d^2}{\mu_e}.
$$

Equation (12) is then satisfied by

$$
d^2=\frac{\mu_e}{2}\left[E_i\left(1-\frac{\mu_e}{M}\right)-E_g\right], \tag{15}
$$

which has a real solution for every $E_i\ge E_{\rm th}$. Within this model, there is no forbidden energy above the threshold.

## Equal masses and limiting cases

For $m_e=m_h$ the combined mass is three times the mass of the primary. One third of the primary energy stays in the common motion, two thirds are available, and

$$
\frac23E_{\rm th}=E_g\quad\Longrightarrow\quad E_{\rm th}=\frac32E_g . \tag{16}
$$

The energy left after crossing the gap is $E_g/2$. The three carriers have equal masses and velocities, so each receives $E_g/6$.

For a general ratio $r=m_h/m_e$, equation (13) can be written as

$$
\frac{E_{\rm th}}{E_g}=\frac{2+r}{1+r}=1+\frac{1}{1+r}. \tag{17}
$$

This decreases steadily with $r$ and lies between 1 and 2 for finite positive masses.

When the hole is very heavy, (14) shows that it takes nearly all the momentum, since $\mu_h/M\to1$. Its kinetic energy $k_h^2/\mu_h$ nevertheless tends to zero. The hole absorbs momentum at almost no cost in energy, and $E_{\rm th}\to E_g$.

When the hole is very light, $\mu_h/M\to0$ and it takes almost no momentum. The two electrons carry $\mathbf k_i/2$ each, with total kinetic energy $2(k_i/2)^2/\mu_e=E_i/2$. Only half of the primary energy is available for the gap, and $E_{\rm th}\to2E_g$.

## A numerical example

Take the round model parameters $E_g=0.1$ Ry, $\mu_e=0.1$ and $\mu_h=0.4$, which do not represent a particular material. Then $M=0.2+0.4=0.6$, and (13) gives

$$
E_{\rm th}=0.1\times\frac{0.6}{0.5}=0.12\ {\rm Ry}.
$$

In electronvolts, the gap is 1.36 eV and the threshold 1.63 eV.

At threshold the primary has $k_i=\sqrt{0.1\times0.12}=0.1095\,/a_0$. By (14) with $\mathbf d=0$, each final electron takes one sixth of this, $0.0183\,/a_0$, and the hole takes two thirds, $0.0730\,/a_0$. The common velocity is $2k_i/M=0.365$ in units of $a_0\,{\rm Ry}/\hbar$, while the primary had $2k_i/\mu_e=2.19$, six times as much. The final kinetic energies are 0.00333 Ry for each electron and 0.01333 Ry for the hole. They add up to 0.02 Ry, the difference between the threshold and the gap.

A primary with $E_i=E_g$ shows why the gap energy is not enough. It has $k_i^2=0.1\times0.1=0.01$, and the cheapest final state of the same momentum costs

$$
E_g+\frac{k_i^2}{M}=0.1+\frac{0.01}{0.6}=0.1167\ {\rm Ry}.
$$

The primary is short by 0.0167 Ry. This is less than the 0.02 Ry separating $E_{\rm th}$ from $E_g$, because raising the primary energy also raises the momentum that must be carried away.

Above threshold, take $E_i=0.18$ Ry. The available energy is $0.18\times5/6=0.15$ Ry, of which 0.05 Ry remains for relative motion. Equation (15) gives $d=\sqrt{0.05\times0.05}=0.05\,/a_0$, an explicit allowed event.

The numerical check minimizes the final energy over all components of $\mathbf k_1$ and $\mathbf k_2$ without imposing equal velocities. It recovers both the threshold and the common velocity. In a separate random sample of 7573 energy-conserving events, the lowest primary energy is 0.1253 Ry, about 4% above $E_{\rm th}$. By (13) no event can lie below the threshold. A random sample does not reach it exactly either, since for a given $\mathbf k_i$ the threshold event is a single point in the space of final states.

## What the threshold says about the rate

The result (13) is kinematic: it states where the process becomes possible, not how fast it is. The available phase space shows how the rate begins. For fixed $\mathbf k_i$, momentum conservation leaves six free components, and by (11) $T_{\rm rel}$ is a positive quadratic form in their deviations from the threshold configuration. States with $T_{\rm rel}\le\varepsilon$ fill a six-dimensional ellipsoid. Its linear dimensions scale as $\varepsilon^{1/2}$ and its volume as $\varepsilon^3$. The density of final states at $T_{\rm rel}=\varepsilon$ is the derivative of this volume, proportional to $\varepsilon^2$. From (12) and (13),

$$
\varepsilon=\left(1-\frac{\mu_e}{M}\right)(E_i-E_{\rm th}). \tag{18}
$$

If the squared matrix element, summed over spins, tends to a nonzero constant at threshold, the lowest-order golden-rule rate therefore starts as $(E_i-E_{\rm th})^2$. The onset is gradual: the rate rises from zero with zero slope. At threshold $\mathbf k_1=\mathbf k_2$, so the two final electrons must have opposite spins. The condition on the matrix element can fail. At threshold all wavevectors are collinear, and in the isotropic eight-band Kane model of a direct gap the overlap between conduction and heavy-hole states with collinear wavevectors vanishes. The squared overlap then grows in proportion to $\varepsilon$, and the heavy-hole rate starts as $(E_i-E_{\rm th})^3$.

## Where the formula fails

**Displaced extrema.** Let the conduction minimum lie at $\mathbf Q$ while the valence maximum stays at the origin, and let all conduction electrons remain near this minimum. Measure their wavevectors from it: $\mathbf k_i=\mathbf Q+\mathbf q$ and $\mathbf k_{1,2}=\mathbf Q+\mathbf q_{1,2}$. The first equation of (3) becomes $\mathbf Q+\mathbf q-\mathbf k_h=2\mathbf Q+\mathbf q_1+\mathbf q_2$, or

$$
\mathbf q-\mathbf Q=\mathbf q_1+\mathbf q_2+\mathbf k_h . \tag{19}
$$

There are two conduction electrons after the event and one before, so one $\mathbf Q$ is left over. The kinetic energies keep their form, and (11) applies with $\mathbf k_i$ replaced by $\mathbf q-\mathbf Q$. The process is possible if

$$
\frac{q^2}{\mu_e}\ge E_g+\frac{|\mathbf q-\mathbf Q|^2}{M}. \tag{20}
$$

The threshold now depends on direction. With this single valley, for $\mathbf q$ antiparallel to $\mathbf Q$, $|\mathbf q-\mathbf Q|>q$ and the required energy exceeds (13). For $\mathbf q$ parallel to $\mathbf Q$ it is lower than (13) when $|q-Q|<q$ at $q=\sqrt{\mu_eE_{\rm th}}$, that is for $Q<2\sqrt{\mu_eE_{\rm th}}$ ($0.219\,/a_0$ in the example), and higher for larger $Q$. If $Q^2=\mu_eE_g$, the choice $\mathbf q=\mathbf Q$ satisfies (20) with $E_i=E_g$, and all three final carriers are at rest relative to their band extrema. No lower energy is possible, because the final kinetic energies cannot be negative. With the parameters above this occurs at $Q=0.1\,/a_0$: the threshold falls from 0.12 Ry to 0.10 Ry. A single valley is an idealization. Time reversal gives $E_c(-\mathbf k)=E_c(\mathbf k)$, so a minimum at $\mathbf Q$ comes with one at $-\mathbf Q$. If one final electron goes to that valley, the left side of (19) becomes $\mathbf q+\mathbf Q$ and the parallel and antiparallel cases exchange roles. If $2\mathbf Q$ is a reciprocal lattice vector, umklapp has the same effect. In a real crystal the threshold is the lowest over all such assignments of valleys. Formula (13) should therefore not be applied to an indirect gap merely by inserting its effective masses.

**Umklapp.** For coincident extrema at the zone centre, crystal momentum need be conserved only up to a reciprocal lattice vector $\mathbf G$. The final wavevectors may then add up to $\mathbf k_i-\mathbf G$, and the minimum final energy is $E_g+|\mathbf k_i-\mathbf G|^2/M$. If $\mathbf k_i$ lies in the first Brillouin zone, it is at least as close to the origin as to any other reciprocal lattice point, so $|\mathbf k_i-\mathbf G|\ge k_i$. As long as the bands remain parabolic, umklapp does not lower the threshold.

**Nonparabolic bands.** Equation (7) uses only the definition of group velocity. Equal final velocities therefore remain a necessary condition for a minimum at fixed total wavevector wherever the bands are differentiable. The square in (10), however, relies on parabolic bands. Without them, the stationary point need not be a global minimum, and (13) no longer follows. The primary is the carrier farthest from the band edge in energy, so the parabolic form must be checked first at $k_i$. This is a serious limit: by (13) the primary always lies more than a full gap above the conduction-band minimum. In direct-gap semiconductors with a light electron, the conduction band is usually far from parabolic at such energies. Formula (13) then illustrates the role of momentum conservation, but it should not be used as a quantitative prediction.

**Phonons and broadening.** A phonon adds its wavevector to (4) and its energy to (5), so the momentum constraint that raised the threshold above the gap is changed. Collision broadening relaxes the sharp energy balance. In either case (13) remains the threshold of the direct process with sharp energies, but it is no longer a strict lower limit for ionization.

## Table of computed values

```
gap = 0.1000 Ry = 1.3606 eV
electron mass ratio mu_e = 0.10, hole mass ratio mu_h = 0.40
sum of final mass ratios M = 0.60
threshold from search  = 0.120000 Ry = 1.6327 eV
threshold from formula = 0.120000 Ry
At threshold, components along the primary wavevector:
  primary electron k = 0.10954 1/a0
  final electrons  k = 0.01826 and 0.01826 1/a0
  hole             k = 0.07303 1/a0
  primary velocity = 2.1909 a0 Ry/hbar
  final electron velocities = 0.3651, 0.3651 a0 Ry/hbar
  hole velocity = 0.3651 a0 Ry/hbar
  kinetic energy of each final electron = 0.003333 Ry
  kinetic energy of hole = 0.013333 Ry
random trials = 300000, energy-conserving events = 7573
lowest primary energy among these events = 0.12530 Ry
primary at E = gap: energy needed = 0.116667 Ry, shortfall = 0.016667 Ry
event above threshold: primary energy = 0.1800 Ry, excess = 0.0500 Ry, d = 0.05000 1/a0
mu_h/mu_e, threshold/gap from search, from formula:
      0.01  1.99010  1.99010
      0.25  1.80000  1.80000
      1.00  1.50000  1.50000
      4.00  1.20000  1.20000
   1000.00  1.00100  1.00100
conduction minimum displaced by 0.1000 1/a0: threshold = 0.100000 Ry
```
